# Finite Angular Expansion of the One-Centre PAW Density

## 1. Result

In the projector augmented-wave (PAW) method, the valence density built from the all-electron partial waves of one site is

$$n^1(\mathbf r)=\sum_{ij}\rho_{ij}\,\phi_i(\mathbf r)\phi_j(\mathbf r),\qquad \phi_i(\mathbf r)=\frac{u_i(r)}{r}Y_{L_i}(\hat{\mathbf r}),\tag{1}$$

where $L=(l,m)$. If the partial waves have $l_i\le l_{\max}$, then

$$n^1(\mathbf r)=\sum_L n_L(r)Y_L(\hat{\mathbf r}),\qquad n_L(r)=\sum_{ij}\rho_{ij}\,G(L,L_i,L_j)\frac{u_i(r)u_j(r)}{r^2},\tag{2}$$

$$G(L,L_i,L_j)=\int Y_LY_{L_i}Y_{L_j}\,d\Omega .\tag{3}$$

The Gaunt number $G$ vanishes unless both conditions hold:

$$|l_i-l_j|\le l\le l_i+l_j,\qquad l+l_i+l_j\ \text{even}.\tag{4}$$

Hence $n_L=0$ for $l>2l_{\max}$. The parity condition applies to each pair of partial waves separately. It does not remove odd $l$ from the density: an s wave and a p wave together produce $l=1$.

**Conventions.** Hartree atomic units are used. The $Y_L$ are real and orthonormal on the unit sphere, and the $u_i$ are real. The index $i$ stands for $l_i$, $m_i$ and a radial label, since one $l$ may have several radial functions. Each partial wave is a scalar function with a single $l$. The electrons are described by one-particle orbitals with occupations $f_n$.

## 2. From orbitals to the occupancy matrix

Let $\tilde\psi_n$ be the smooth PAW orbital and $p_i$ the projectors of the site. The one-centre all-electron expansion of the orbital is

$$\psi_n^1(\mathbf r)=\sum_i c_{ni}\phi_i(\mathbf r),\qquad c_{ni}=\langle p_i|\tilde\psi_n\rangle .$$

The $c_{ni}$ may be complex although the $\phi_i$ are real. Therefore

$$n^1=\sum_n f_n|\psi_n^1|^2=\sum_{ij}\Big(\sum_n f_n c_{ni}^*c_{nj}\Big)\phi_i\phi_j .$$

The bracket is the occupancy matrix,

$$\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle ,\tag{5}$$

which proves (1). The matrix is Hermitian, so its imaginary part is antisymmetric. The product $\phi_i\phi_j$ is symmetric, so the terms $ij$ and $ji$ cancel in the imaginary part. The density depends on $\mathrm{Re}\,\rho_{ij}$ alone.

A spherical frozen-core density $n_c(r)$ can be added. Because $Y_{00}=1/\sqrt{4\pi}$, we have $n_c=\sqrt{4\pi}\,n_c\,Y_{00}$, so the core changes the $l=0$ component and no other.

## 3. Projection at fixed radius

Suppose that $n^1=\sum_L n_LY_L$ on a sphere of radius $r$. Multiplying by one harmonic and integrating over angles gives, by orthonormality,

$$n_L(r)=\int Y_L(\hat{\mathbf r})\,n^1(r\hat{\mathbf r})\,d\Omega .$$

Insert (1). The factors $u_i/r$ and $u_j/r$ do not depend on angle and leave the integral:

$$n_L(r)=\sum_{ij}\rho_{ij}\frac{u_iu_j}{r^2}\int Y_LY_{L_i}Y_{L_j}\,d\Omega ,$$

which is (2). It remains to show that the product $Y_{L_i}Y_{L_j}$ is a finite sum of harmonics, and to find which $l$ occur in it.

## 4. Harmonic polynomials

Let $P_N$ be the space of real homogeneous polynomials of degree $N$ in $x,y,z$, and let $H_N$ be the subspace with $\Delta h=0$. The claim is that every $f\in P_N$ can be written as

$$f=h_N+r^2h_{N-2}+r^4h_{N-4}+\cdots,\qquad h_k\in H_k .\tag{6}$$

**An inner product.** For $p,q\in P_N$ define $\langle p,q\rangle=p(\partial)q$, where $p(\partial)$ is $p$ with each coordinate replaced by its derivative. With $\alpha=(\alpha_x,\alpha_y,\alpha_z)$, $\alpha!=\alpha_x!\,\alpha_y!\,\alpha_z!$ and $p=\sum_\alpha p_\alpha x^{\alpha_x}y^{\alpha_y}z^{\alpha_z}$, a derivative of total order $N$ acting on a monomial of degree $N$ gives $\alpha!$ if the exponents match and zero otherwise. Thus

$$\langle p,q\rangle=\sum_\alpha \alpha!\,p_\alpha q_\alpha ,$$

which is symmetric and positive definite.

**Splitting off a factor $r^2$.** Let $N\ge2$, $p\in P_{N-2}$ and $q\in P_N$. Replacing coordinates by derivatives turns $r^2$ into $\Delta$, so

$$\langle r^2p,q\rangle=p(\partial)\Delta q=\langle p,\Delta q\rangle .$$

If $q$ is orthogonal to all of $r^2P_{N-2}$, choose $p=\Delta q$. Then $\langle\Delta q,\Delta q\rangle=0$, hence $\Delta q=0$. Conversely, $\Delta q=0$ makes the right side vanish for every $p$. The orthogonal complement of $r^2P_{N-2}$ is therefore $H_N$, and

$$P_N=H_N\oplus r^2P_{N-2}.$$

Applying this again to the factor in $P_{N-2}$, and so on down to degree 0 or 1, where every polynomial is harmonic, gives (6).

**Link with $Y_L$.** Write $h\in H_k$ as $r^kg(\hat{\mathbf r})$. With $\hat L^2$ the squared angular-momentum operator,

$$0=\Delta(r^kg)=r^{k-2}\big[k(k+1)-\hat L^2\big]g ,$$

so $g$ is an eigenfunction with $l=k$. The dimension of $P_k$ is $(k+1)(k+2)/2$, and the splitting gives

$$\dim H_k=\frac{(k+1)(k+2)}2-\frac{(k-1)k}2=2k+1 .$$

This equals the number of harmonics $Y_{km}$. Hence the functions $r^kY_{km}$ are harmonic polynomials and span $H_k$.

## 5. Selection rules and termination

The product $(r^{l_i}Y_{L_i})(r^{l_j}Y_{L_j})$ is a homogeneous polynomial of degree $N=l_i+l_j$. Setting $r=1$ in (6) gives

$$Y_{L_i}Y_{L_j}=\text{harmonics with } l=l_i+l_j,\ l_i+l_j-2,\ l_i+l_j-4,\dots\tag{7}$$

This shows three things. The sum is finite, so (2) holds at every point and not just on average. The largest possible $l$ is $l_i+l_j$. The steps of two mean that $l+l_i+l_j$ is even. Inversion gives the same parity rule: each $Y_L$ acquires $(-1)^l$, so the integrand in (3) acquires $(-1)^{l+l_i+l_j}$ and integrates to zero if this sign is negative.

The lower bound follows because $G$ is symmetric in its three labels. Suppose $l<l_i-l_j$, that is, $l+l_j<l_i$. By (7), the product $Y_LY_{L_j}$ has no harmonic above $l+l_j$, hence none with $l_i$. Its integral with $Y_{L_i}$ is zero. Exchanging $i$ and $j$ treats the other case, which completes (4).

Since $l_i+l_j\le2l_{\max}$ for every pair, all components with $l>2l_{\max}$ vanish. The number of components that can remain is

$$\sum_{l=0}^{2l_{\max}}(2l+1)=(2l_{\max}+1)^2 .$$

For an s, p, d set this is 25, with $l=0,\dots,4$. The highest $l$ requires $l_i=l_j=l_{\max}$, as no other pair reaches that sum.

## 6. The upper limit can be reached

For $\lambda\ge1$ take $Y_{\lambda\lambda}=N_\lambda\sin^\lambda\theta\cos\lambda\varphi$, which is proportional to $\mathrm{Re}(x+iy)^\lambda$ on the unit sphere. Its normalization needs $I_\lambda=\int_0^\pi\sin^{2\lambda+1}\theta\,d\theta$. Integration by parts gives

$$I_\lambda=2\lambda\int_0^\pi\sin^{2\lambda-1}\theta\cos^2\theta\,d\theta=2\lambda(I_{\lambda-1}-I_\lambda),$$

so $I_\lambda=\frac{2\lambda}{2\lambda+1}I_{\lambda-1}$ with $I_0=2$. The integral of $\cos^2\lambda\varphi$ is $\pi$, and hence

$$N_\lambda^2=\frac1{\pi I_\lambda}=\frac{(2\lambda+1)!!}{2\pi(2\lambda)!!}.$$

Now square the harmonic:

$$Y_{\lambda\lambda}^2=\frac{N_\lambda^2}{2}\sin^{2\lambda}\theta\,(1+\cos2\lambda\varphi).$$

The first term integrates to zero against $Y_{2\lambda,2\lambda}$ because of the $\varphi$ integral. The second term is $\frac{N_\lambda^2}{2N_{2\lambda}}Y_{2\lambda,2\lambda}$. Therefore

$$G\big((2\lambda,2\lambda),(\lambda,\lambda),(\lambda,\lambda)\big)=\frac{N_\lambda^2}{2N_{2\lambda}}>0 .$$

The values are 0.2185, 0.2384 and 0.2548 for $\lambda=1,2,3$. An orbital consisting of this one partial wave has a nonzero component at $l=2\lambda$ wherever $u\ne0$. For $l_{\max}=0$ the limit is $l=0$, which is present trivially.

## 7. When fewer components appear

**Filled shell.** Let all $2l+1$ waves of one radial function have occupation $f$, with no off-diagonal elements. Then $n^1=f(u^2/r^2)\sum_mY_{lm}^2$. A rotation mixes the $Y_{lm}$ by an orthogonal matrix, so the sum of squares is constant on the sphere. Its integral is $2l+1$, so its value is $(2l+1)/4\pi$, and

$$n_{00}=\frac{f(2l+1)}{\sqrt{4\pi}}\frac{u^2}{r^2},\qquad n_L=0\ \text{for}\ l>0 .$$

The bound $2l_{\max}$ is thus not a prediction that the highest component is present.

**Inversion centre.** Inversion about the site changes the projections from $c_{ni}$ to $(-1)^{l_i}c_{ni}$. If the occupied set is unchanged by inversion, (5) gives $\rho_{ij}=(-1)^{l_i+l_j}\rho_{ij}$. Elements between waves of opposite parity vanish. The remaining pairs have even $l_i+l_j$, so (4) leaves even $l$ alone. Without this symmetry, odd components are allowed.

## 8. Charge and multipole moments

For $L=(0,0)$ the first harmonic in (3) is a constant, so $G(00,L_i,L_j)=\delta_{L_iL_j}/\sqrt{4\pi}$. The charge inside radius $r_c$, counted in electrons, is

$$Q=\sqrt{4\pi}\int_0^{r_c}r^2n_{00}\,dr=\sum_{ij}\rho_{ij}\,\delta_{L_iL_j}\int_0^{r_c}u_iu_j\,dr .$$

The factor $r^2$ of the volume element cancels the $1/r^2$ in (2). More generally,

$$q_L=\int_{r<r_c}r^lY_Ln^1\,d^3r=\int_0^{r_c}r^{l+2}n_L(r)\,dr ,$$

so the valence density $n^1$ has no multipole moments beyond $l=2l_{\max}$.

## 9. Worked example: one s-p-d orbital

The model site has two s channels, one p and one d. Their radial functions are

$$u(r)=N r^{l+1}e^{-\zeta r},\qquad N^2=\frac{(2\zeta)^{2l+3}}{(2l+2)!},$$

normalized on $0<r<\infty$. They are chosen for simple arithmetic and are not solutions for a particular atom. One orbital with $f=2$ has real projections $c$ on $s_1$, $s_2$, $p_z$ and $d_{z^2}$. At $r=1$ bohr:

| wave | $\zeta$ (bohr$^{-1}$) | $c$ | $u$ (bohr$^{-1/2}$) |
|---|---|---|---|
| $s_1$ | 1.0 | 0.6 | 0.73576 |
| $s_2$ | 2.0 | 0.2 | 0.76557 |
| $p_z$ | 1.5 | 0.5 | 0.71000 |
| $d_{z^2}$ | 2.0 | 0.4 | 0.64559 |

All these waves have $m=0$, so $n^1$ is axially symmetric and only $m=0$ components occur. Their Gaunt numbers follow from $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$. If $P_aP_b=\sum_lk_lP_l$, then

$$G(l0,a0,b0)=\sqrt{\frac{(2a+1)(2b+1)}{4\pi(2l+1)}}\;k_l .$$

The products needed, besides those with $P_0=1$, are

$$P_1^2=\tfrac13P_0+\tfrac23P_2,\quad P_1P_2=\tfrac25P_1+\tfrac35P_3,\quad P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4 .$$

They give:

- s-s, s-p and s-d: 0.28209 at $l=0$, 1 and 2 respectively.
- p-p: 0.28209 at $l=0$ and 0.25231 at $l=2$.
- p-d: 0.25231 at $l=1$ and 0.24777 at $l=3$.
- d-d: 0.28209, 0.18022 and 0.24180 at $l=0,2,4$.

Since $\rho_{ij}=2c_ic_j$, the two s channels can be combined. Define $A_l=\sum c\,u/r$, summed over the channels of one $l$:

$$A_s=0.6(0.73576)+0.2(0.76557)=0.59457,$$
$$A_p=0.5(0.71000)=0.35500,\qquad A_d=0.4(0.645587)=0.25823,$$

in bohr$^{-3/2}$. An unlike pair occurs twice in the double sum, as $ij$ and $ji$. In bohr$^{-3}$,

$$n_{00}=2(0.28209)(A_s^2+A_p^2+A_d^2)=0.3082,$$
$$n_{10}=4(0.28209A_sA_p+0.25231A_pA_d)=0.3307,$$
$$n_{20}=4(0.28209)A_sA_d+2(0.25231)A_p^2+2(0.18022)A_d^2$$
$$\phantom{n_{20}}=0.17325+0.06359+0.02404=0.26088,$$
$$n_{30}=4(0.24777)A_pA_d=0.0909,\qquad n_{40}=2(0.24180)A_d^2=0.0322 .$$

Direct angular projection of the orbital density gives the same values. The largest part of $n_{20}$ comes from the s-d cross term, although $l=2$ can also arise from p-p and d-d pairs.

**Role of odd $l$.** On the $z$ axis at this radius, the density is 0.5082 bohr$^{-3}$ on the positive side and 0.0494 bohr$^{-3}$ on the negative side. Even harmonics take equal values at the two points and odd ones opposite values. The even part is half the sum, 0.2788, and the odd part half the difference, 0.2294 bohr$^{-3}$. An equal mixture of the orbital and its inverted image, with one electron in each, keeps the even components and loses the odd ones.

**Moments.** Inside $r_c=2$ bohr the charge of $n^1$ is 1.582 electrons. The moments $q_{10}$ to $q_{40}$ are 0.562 bohr, 0.656 bohr$^2$, 0.417 bohr$^3$ and 0.280 bohr$^4$. These are moments of the electron number density, without the sign of the electron charge.

**Filled d shell.** With the same d function and ten electrons, Section 7 gives $n_{00}=10(0.64559)^2/\sqrt{4\pi}=1.1757$ bohr$^{-3}$ at $r=1$ bohr, and all other components vanish.

## 10. What the termination does not say

The limit $2l_{\max}$ belongs to the truncated partial-wave expansion. A true orbital inside the sphere can contain every $l$, for example when it includes the tail of an orbital on a neighbouring atom.

Take the unit-amplitude tail $\psi=e^{-\alpha|\mathbf r-R\hat{\mathbf z}|^2}$ with $\alpha=0.5$ bohr$^{-2}$ and $R=2$ bohr, on the sphere $r=1$ bohr. Expand $\psi$ in harmonics, keep $l\le l_{\max}$, and then square. The $m=0$ density components are:

| $l$ | full | $l_{\max}=2$ | $l_{\max}=3$ |
|---|---|---|---|
| 0 | 0.1630 | 0.1614 | 0.1629 |
| 2 | 0.1592 | 0.1385 | 0.1571 |
| 4 | 0.0387 | 0.0127 | 0.0311 |
| 5 | 0.0141 | 0 | 0.0080 |
| 6 | 0.0044 | 0 | 0.0013 |
| 7 | 0.0012 | 0 | 0 |

The truncated densities stop at $l=4$ and $l=6$, while the full density continues. The components below the cutoff change too. At $l=4$, the value for $l_{\max}=2$ is about one third of the full one, because only the d-d pair (0.0127) is kept, while other pairs that feed $l=4$ are missing. The largest of these are p-f (0.0176) and s-g (0.0053); f-f adds only 0.0008. Going to $l_{\max}=3$ restores p-f and f-f, which gives 0.0311, but not the pairs with a g or higher wave. Reaching $l=2l_{\max}$ therefore does not mean that the density is converged up to that $l$.

In the PAW expression for the total density the higher components need not be lost. That expression is

$$n=\tilde n+n^1-\tilde n^1 ,$$

where $\tilde n$ is the smooth density of the $\tilde\psi_n$. The term $\tilde n^1$ has the form (2) with the same $\rho_{ij}$ and smooth radial functions $\tilde u_i$, so it obeys the same selection rules. Both one-centre terms vanish for $l>2l_{\max}$, and the higher components of this $n$ inside the sphere are those of $\tilde n$. The expression is not exact for a truncated set. Write $\tilde\psi_n^1=\sum_i c_{ni}\tilde\phi_i$, $\Delta_n=\psi_n^1-\tilde\psi_n^1$ and $\psi_n=\tilde\psi_n+\Delta_n$. Then $|\psi_n|^2=|\tilde\psi_n|^2+2\,\mathrm{Re}\,\tilde\psi_n^*\Delta_n+|\Delta_n|^2$ and $|\psi_n^1|^2-|\tilde\psi_n^1|^2=2\,\mathrm{Re}\,\tilde\psi_n^{1*}\Delta_n+|\Delta_n|^2$, so inside the sphere

$$\sum_n f_n|\psi_n|^2=\tilde n+n^1-\tilde n^1+2\,\mathrm{Re}\sum_n f_n(\tilde\psi_n-\tilde\psi_n^1)^*\Delta_n .$$

The last term vanishes when the partial waves reproduce $\tilde\psi_n$ inside the sphere. Otherwise the PAW expression omits it, and it can itself contain components with $l>2l_{\max}$. The one-centre correction has a finite angular expansion; the total density need not have one.

The numerical check compares the Gaunt formula with direct projection, also for complex orbitals, and tests the selection rules for $l_i,l_j\le3$.

## Computed values

```
allowed l for pair s-s: [0]
allowed l for pair s-p: [1]
allowed l for pair s-d: [2]
allowed l for pair p-p: [0, 2]
allowed l for pair p-d: [1, 3]
allowed l for pair d-d: [0, 2, 4]
top Gaunt number, l_i=l_j=1, l=2: 0.218510
top Gaunt number, l_i=l_j=2, l=4: 0.238414
top Gaunt number, l_i=l_j=3, l=6: 0.254801
G with all m=0, s-s: l=0: 0.282095
G with all m=0, s-p: l=1: 0.282095
G with all m=0, s-d: l=2: 0.282095
G with all m=0, p-p: l=0: 0.282095, l=2: 0.252313
G with all m=0, p-d: l=1: 0.252313, l=3: 0.247767
G with all m=0, d-d: l=0: 0.282095, l=2: 0.180224, l=4: 0.241796
occupation 2.0, radius r = 1.0 bohr
s1: zeta = 1.0 bohr^-1, projection = 0.6, u(r) = 0.735759 bohr^-1/2
s2: zeta = 2.0 bohr^-1, projection = 0.2, u(r) = 0.765572 bohr^-1/2
p: zeta = 1.5 bohr^-1, projection = 0.5, u(r) = 0.709996 bohr^-1/2
d: zeta = 2.0 bohr^-1, projection = 0.4, u(r) = 0.645587 bohr^-1/2
n_00(r): formula 0.308173, projection 0.308173 bohr^-3
n_10(r): formula 0.330689, projection 0.330689 bohr^-3
n_20(r): formula 0.260881, projection 0.260881 bohr^-3
n_30(r): formula 0.090854, projection 0.090854 bohr^-3
n_40(r): formula 0.032248, projection 0.032248 bohr^-3
n_20 by pairs: ss 0.000000, sp 0.000000, sd 0.173250, pp 0.063595, pd 0.000000, dd 0.024037 bohr^-3
density at +z: 0.508169 bohr^-3
density at -z: 0.049400 bohr^-3
filled d shell (10 electrons), n_00(r): 1.175722 bohr^-3
sphere radius: 2.0 bohr; charge inside: 1.581995 electrons
moment q_00 inside sphere: 0.446272 bohr^0
moment q_10 inside sphere: 0.561656 bohr^1
moment q_20 inside sphere: 0.656182 bohr^2
moment q_30 inside sphere: 0.416970 bohr^3
moment q_40 inside sphere: 0.280463 bohr^4
neighbour tail: alpha = 0.5 bohr^-2, R = 2.0 bohr, r = 1.0 bohr, unit amplitude
tail density l=0: full 0.162958, l_max=2 0.161365, l_max=3 0.162866 (dimensionless)
tail density l=1: full 0.211878, l_max=2 0.202937, l_max=3 0.211211 (dimensionless)
tail density l=2: full 0.159235, l_max=2 0.138453, l_max=3 0.157098 (dimensionless)
tail density l=3: full 0.088137, l_max=2 0.055712, l_max=3 0.083045 (dimensionless)
tail density l=4: full 0.038744, l_max=2 0.012673, l_max=3 0.031132 (dimensionless)
tail density l=5: full 0.014110, l_max=2 0.000000, l_max=3 0.008002 (dimensionless)
tail density l=6: full 0.004381, l_max=2 0.000000, l_max=3 0.001261 (dimensionless)
tail density l=7: full 0.001184, l_max=2 0.000000, l_max=3 0.000000 (dimensionless)
```
